# Why an In-Plane Field Leaves Ising Superconductor Coherence Peaks Unsplit

## Definitions and conventions

Consider a clean two-dimensional metal with Fermi pockets around two valleys, $K$ and $-K$, which time reversal exchanges. With $v=\pm1$ labelling the valley, the normal Hamiltonian is

$$h_v=\xi+v\beta s_z+\mathbf b\cdot\mathbf s .$$

Here $\xi$ is the spin-independent band energy measured from the chemical potential, equal at opposite momenta. The $s_i$ are Pauli matrices and $2\beta>0$ is the Ising spin splitting. For $g=2$ the Zeeman energy is $b=\mu_BB$, so an isolated spin is split by $2b$. An in-plane field is taken along $x$, with $b\ge0$.

Pairing is a mean-field, uniform spin singlet with real $\Delta>0$, joining $K+k$ to $-K-k$. In the basis $(c_{K+k\uparrow},c_{K+k\downarrow},c^\dagger_{-K-k\uparrow},c^\dagger_{-K-k\downarrow})$ the Bogoliubov-de Gennes (BdG) matrix is

$$H=\begin{pmatrix}h_+&i\Delta s_y\\(i\Delta s_y)^\dagger&-h_-^*\end{pmatrix}.$$

Multiply the hole components by $W=is_y$. Since $Ws_i^*W^\dagger=-s_i$, the hole block changes as

$$-h_-^*=-\xi+\beta s_z^*-\mathbf b\cdot\mathbf s^*\ \longrightarrow\ -\xi-\beta s_z+\mathbf b\cdot\mathbf s ,$$

and the pairing block becomes $i\Delta s_yW^\dagger=\Delta$. With Pauli matrices $\tau_i$ in electron-hole space,

$$H=(\xi+\beta s_z)\tau_z+\mathbf b\cdot\mathbf s+\Delta\tau_x. \tag{1}$$

Spin-orbit coupling, even under time reversal, carries $\tau_z$. The Zeeman term, odd under time reversal, does not. The other valley follows from $\beta\to-\beta$.

A coherence peak comes from a minimum of the quasiparticle energy $E(\xi)$. Near a quadratic minimum $E\simeq\Omega+a(\xi-\xi_0)^2$, so a constant density of states in $\xi$ gives a density proportional to $1/\sqrt{E-\Omega}$. The question is whether the field gives the edge $\Omega$ two different values.

## Each ingredient alone

**Spin-orbit coupling without field.** For $b=0$ the spin $s=\pm1$ along $z$ is conserved, and (1) gives $E=\sqrt{(\xi+s\beta)^2+\Delta^2}$. There are two Fermi circles per valley, at $\xi=\mp\beta$. All have the edge $\Delta$.

**Field without spin-orbit coupling.** For $\beta=0$ the Zeeman term commutes with the rest of $H$. Hence $E=\sqrt{\xi^2+\Delta^2}\pm b$, with edges at $\Delta\pm b$. This is the ordinary first-order splitting $2b$.

**Out-of-plane Zeeman field with spin-orbit coupling.** Now $s_z$ is again conserved:

$$E=\sqrt{(\xi+s\beta)^2+\Delta^2}+s b_z .$$

The edges are $\Delta\pm b_z$, however large $\beta$ is. Strong spin-orbit coupling by itself therefore does not remove the linear splitting; its direction relative to the field matters. (Vortices and orbital depairing are left out of this comparison.)

## The first-order term

Let the spin-orbit vector be $\mathbf g=g\hat{\mathbf g}$, so that $\beta s_z$ in (1) is replaced by $\mathbf g\cdot\mathbf s$. On the Fermi circle $\xi=-\sigma g$, an electron with spin $\sigma=\pm1$ along $\hat{\mathbf g}$ has $\xi+\mathbf g\cdot\mathbf s=0$. In this spin sector $H$ reduces to $\Delta\tau_x$. The edge state has $\tau_x=+1$, energy $\Delta$ and spin $\sigma$. The other positive level of the block has the opposite spin and energy $\sqrt{4g^2+\Delta^2}$, so the edge state is not degenerate within its block. First-order perturbation theory gives

$$\delta E=\langle\mathbf b\cdot\mathbf s\rangle=\sigma\,\mathbf b\cdot\hat{\mathbf g}. \tag{2}$$

The movement of the minimum in $\xi$ does not affect this order, because $\partial E/\partial\xi=0$ there. For Ising coupling $\hat{\mathbf g}=\hat{\mathbf z}$, and an in-plane field gives zero.

A degenerate state of opposite spin does exist: the Kramers partner in the other valley. The operator $s_x$ could flip one spin into the other, but a uniform field conserves momentum and cannot join $K+k$ to $-K-k$. The linear term thus vanishes for two reasons: the field is perpendicular to the locked spin, and all degenerate states of opposite spin lie at other momenta.

## The second-order term at fixed pair potential

At $\xi=-\sigma\beta$, $s_x$ takes the edge state into the opposite-spin sector, where the Hamiltonian is $H_2=-2\sigma\beta\tau_z+\Delta\tau_x$ and $H_2^2=4\beta^2+\Delta^2$. The second-order shift is

$$\delta E=b^2\Big\langle\frac1{\Delta-H_2}\Big\rangle
=b^2\frac{\langle\Delta+H_2\rangle}{\Delta^2-H_2^2}
=-\frac{b^2(2\Delta)}{4\beta^2}=-\frac{\Delta b^2}{2\beta^2}.$$

The average is over $\tau_x=+1$, where $\langle H_2\rangle=\Delta$. Both circles shift by the same amount.

To go beyond small $b$, square (1). The anticommutators that survive are those of $\xi\tau_z$ with $\beta s_z\tau_z$, of $\xi\tau_z$ with $bs_x$, and of $bs_x$ with $\Delta\tau_x$. Therefore

$$H^2=\xi^2+\beta^2+b^2+\Delta^2+2M,$$
$$M=\xi\beta s_z+\xi b s_x\tau_z+b\Delta s_x\tau_x .$$

The three terms of $M$ anticommute with one another, so $M^2=S^2$ with

$$S^2=\xi^2\rho^2+b^2\Delta^2,\qquad \rho^2=\beta^2+b^2 .$$

$M$ is traceless, so each of its eigenvalues $\pm S$ occurs twice. The matrix $s_z\tau_y$ anticommutes with $H$ and commutes with $H^2$, so each pair consists of one positive and one negative energy. The positive energies obey

$$E_\pm^2=\xi^2+\rho^2+\Delta^2\pm2S. \tag{3}$$

Insert $\xi^2=(S^2-b^2\Delta^2)/\rho^2$ into the lower branch and complete the square:

$$E_-^2=\left(\frac S\rho-\rho\right)^2+\Delta^2\left(1-\frac{b^2}{\rho^2}\right)
=\left(\frac S\rho-\rho\right)^2+\frac{\Delta^2\beta^2}{\rho^2}.$$

The first square vanishes at $S=\rho^2$. Since $S\ge b\Delta$, this point exists if $\rho^2\ge b\Delta$. Then

$$\boxed{\Omega=\frac{\Delta\beta}{\sqrt{\beta^2+b^2}}
=\Delta\left(1-\frac{b^2}{2\beta^2}+\cdots\right)} \tag{4}$$

at $\xi_0=\pm\sqrt{\rho^2-b^2\Delta^2/\rho^2}$. The two signs are the two Fermi circles. Changing $\beta$ to $-\beta$ in (3) changes nothing, so both valleys share this edge.

**How strong must the locking be?** The condition can be written

$$\beta^2+b^2-b\Delta=\left(b-\frac\Delta2\right)^2+\beta^2-\frac{\Delta^2}4\ge0 .$$

For $\beta\ge\Delta/2$ it holds at every $b$, at given $\Delta$. For smaller nonzero $\beta$ it still holds as $b\to0$, up to $b=(\Delta-\sqrt{\Delta^2-4\beta^2})/2$, which is about $\beta^2/\Delta$ when $\beta\ll\Delta$. At given $\Delta$ it holds again above the larger root, $b=(\Delta+\sqrt{\Delta^2-4\beta^2})/2$. Strength is therefore not what cancels the linear term. It sets the size of the quadratic term and the field range in which (4) applies.

When the condition fails, the minimum is at $\xi=0$, where $S=b\Delta$ and $E_-=\sqrt{\beta^2+(\Delta-b)^2}$. For $\Delta=1$, $\beta=0.3$ and $b=0.5$ meV this gives $\sqrt{0.09+0.25}=0.583$ meV, as direct diagonalization also does. Formula (4) would give 0.514 meV and does not apply.

## The same result as spin canting

The electron block of (1) contains the spin-orbit and Zeeman vector $(b,0,\beta)$. The hole block is $-(\xi+\beta s_z-bs_x)$, with vector $(-b,0,\beta)$. Both have length $\rho$. In their own spin bases the levels are

$$\text{electron: }\xi+\sigma\rho,\qquad \text{hole: }-(\xi+\sigma\rho).$$

They remain opposite in energy, so there is no Zeeman offset. For an out-of-plane field they would be $\xi+\sigma(\beta+b_z)$ and $-\xi-\sigma(\beta-b_z)$, whose mean is $\sigma b_z$: that is the linear splitting.

What the in-plane field changes is the spin overlap. The two vectors are tilted by $\pm\theta$ from $z$, where $\tan\theta=b/\beta$. Spinors whose directions differ by $2\theta$ overlap by $\cos\theta$. Pairing within a spin-split band is therefore $\Delta\cos\theta=\Delta\beta/\rho$, which is (4), and pairing between the bands has magnitude $\Delta\sin\theta$.

## Where a linear splitting survives

The statement concerns the coherence edge, not every feature of the spectrum. At $\xi=0$ the two positive levels are degenerate before the field is applied. Equation (3) gives

$$E_\pm(0)=\sqrt{\beta^2+(\Delta\pm b)^2},$$
$$E_+(0)-E_-(0)=\frac{4b\Delta}{E_+(0)+E_-(0)}\simeq\frac{2b\Delta}{\sqrt{\beta^2+\Delta^2}} .$$

This splitting is linear in $b$. From $dE_\pm^2/d(\xi^2)=1\pm\rho^2/S$, the upper level is a minimum, and the lower one is a local maximum while $\rho^2>b\Delta$. The energies between them are not empty, because the lower branch rises again at large $|\xi|$.

For $\beta\gg\Delta$ these features lie near $\beta$, far above the coherence peak. As $\beta\to0$ at fixed $b<\Delta$, they move to $\Delta\pm b$ and become the ordinary Zeeman pair.

## The field also changes the pair potential

So far $\Delta$ was fixed. At zero temperature it minimizes

$$F=\frac{\Delta^2}{\lambda}-\frac12\int_{-\omega}^{\omega}d\xi\,(E_++E_-),$$

where $\lambda$ is the pairing strength, $\omega$ the cutoff, and the density of states per spin and valley is set to one. Take $\Delta\ll\rho\ll\omega$ and drop corrections in powers of $\Delta/\rho$ and $\rho/\omega$.

Intraband pairing gives levels $\pm\sqrt{(\xi+\sigma\rho)^2+\Omega^2}$ with $\Omega=\Delta\cos\theta$. Its contribution to $-\partial F/\partial\Delta$, summed over both bands, is

$$\int d\xi\,\frac{\Omega\cos\theta}{\sqrt{\xi^2+\Omega^2}}
\simeq2\Delta\cos^2\theta\,\ln\frac{2\omega}{\Omega}.$$

Interband pairing joins $\xi+\sigma\rho$ to $-\xi+\sigma\rho$, giving $\sigma\rho\pm\sqrt{\xi^2+\Delta^2\sin^2\theta}$. For $|\xi|<\rho$, up to small edge corrections, both levels have the same sign and the sum of their magnitudes does not depend on $\Delta$. Only $|\xi|>\rho$ contributes:

$$\int_{|\xi|>\rho}d\xi\,\frac{\Delta\sin^2\theta}{|\xi|}
=2\Delta\sin^2\theta\,\ln\frac{\omega}{\rho}.$$

Setting $\partial F/\partial\Delta=0$ and dividing by $2\Delta$,

$$\frac1\lambda=\cos^2\theta\ln\frac{2\omega}{\Omega}+\sin^2\theta\ln\frac{2\omega}{2\rho}.$$

At zero field the left side equals $\ln(2\omega/\Delta_0)$. Equating the two expressions removes $\omega$:

$$\cos^2\theta\,\ln\frac{\Omega}{\Delta_0}=\sin^2\theta\,\ln\frac{\Delta_0}{2\rho},$$
$$\Omega=\Delta_0\left(\frac{\Delta_0}{2\rho}\right)^{b^2/\beta^2}
\simeq\Delta_0\left(1-\frac{b^2}{\beta^2}\ln\frac{2\beta}{\Delta_0}\right). \tag{5}$$

Self-consistency leaves the shift quadratic but multiplies it by about $2\ln(2\beta/\Delta_0)$.

## Effects that restore a linear term

**Field tilt.** If the field leaves the plane by an angle $\alpha$, (2) gives a spin splitting $2b\sin\alpha$. In a real layer the two valleys can also have opposite out-of-plane orbital moments, which shift the edges linearly as well; they are omitted here.

**Rashba coupling.** Add an in-plane vector $g_R(\sin\phi,-\cos\phi,0)$, where $\phi$ is the direction of $k$. With the field along $x$, the edges on the two circles shift by

$$\delta E=\sigma b\,\frac{g_R\sin\phi}{\sqrt{\beta^2+g_R^2}} .$$

The shift varies around the Fermi circle, so it spreads the edge energies and does not give two separate coherence peaks. In the density of states summed over $\phi$, the lowest edge is a minimum in two dimensions and gives a step, while the peak lies near the highest edge. The largest separation is $2bg_R/\sqrt{\beta^2+g_R^2}$.

**Valley mixing.** Suppose a spin-independent periodic potential $w$ joins $K+k$ to $-K+k$, and take $\xi$ to be equal at these two momenta, which neglects trigonal warping of the pockets. With Pauli matrices $v_i$ in valley space, the spin-valley part is $h=\beta v_zs_z+wv_x$. Its two terms anticommute, so $h^2=\beta^2+w^2\equiv\Lambda^2$. Let $P$ project onto $h=\eta\Lambda$, with $\eta=\pm1$. Since $s_x$ anticommutes with the first term of $h$ and commutes with the second,

$$2\eta\Lambda\,Ps_xP=P\{h,s_x\}P=2w\,Pv_xs_xP .$$

The operator $v_xs_x$ commutes with $h$ and has eigenvalues $\pm1$, both present in the projected space because its trace there is zero. At $\xi=-\eta\Lambda$ the edges are therefore $\Delta\pm bw/\Lambda$. The potential changes the valley and the field flips the spin. Together they connect degenerate states of opposite spin at $K+k$ and $-K+k$, and the linear splitting returns. These two states are not Kramers partners, which lie at opposite momenta. Where warping makes $\xi$ differ by $2\delta$ at $K+k$ and $-K+k$, the degeneracy is lifted. Each edge state there has a definite $s_z$, so $\langle s_x\rangle=0$ and the local shift is quadratic while $bw/\Lambda\ll2\delta^2/\Delta$. Time reversal makes $\delta$ odd in $k$, so it vanishes in some directions on the pocket. Near those directions the linear shift $\pm bw/\Lambda$ remains, and it still sets the lowest edge. This coherent potential illustrates the role of valley conservation; it is not a theory of random disorder.

## Weighing the contributions at 10 T

Take the round values $\Delta_0=1$ meV, $\beta=6$ meV and $\omega=50$ meV. At 10 T, $b=0.579$ meV, so the ordinary splitting would be $2b=1.158$ meV. The canting angle is $5.5^\circ$.

At fixed $\Delta_0$, (4) gives $6/\sqrt{36+0.335}=0.9954$ meV, a shift of $-0.0046$ meV. The self-consistent calculation gives $\Delta=0.9820$ meV and $\Omega=0.9775$ meV. Of the total shift of $-0.0225$ meV, $-0.0180$ meV comes from the smaller pair potential and $-0.0045$ meV from canting. The logarithmic law (5) gives a shift of $-0.0229$ meV, about 2% larger in magnitude.

The field dependence separates this shift from a Zeeman term. In the small-field test at fixed $\Delta$, doubling $b$ multiplies the shift by 3.999. Self-consistently, the shifts at 5, 10 and 20 T are $-0.0057$, $-0.0225$ and $-0.0876$ meV, again close to a factor of four per doubling.

| Effect at 10 T | Field power | Size (meV) |
|---|---:|---:|
| Ordinary splitting, $\beta=0$ | 1 | 1.158 |
| Ising edge shift, self-consistent | 2 | $-0.0225$ |
| Rashba, $g_R=0.6$ meV, largest edge separation | 1 | 0.115 |
| Tilt of $1^\circ$, spin splitting | 1 | 0.020 |
| Valley mixing, $w=0.3$ meV, splitting | 1 | 0.058 |
| Thermal width at 0.3 K | 0 | 0.091 |

The Rashba, tilt and mixing entries are computed at fixed $\Delta_0$, and the mixing entry neglects trigonal warping. The tilt entry is the spin term only. A tilt of $1^\circ$ at 10 T is a perpendicular field of 0.17 T. For a clean parabolic band with mass 0.5 electron masses and $\Delta_0=1$ meV, the semiclassical orbital upper critical field is about 0.15 T at a Fermi energy of 50 meV and 0.04 T at 200 meV. In a clean layer, vortices and orbital depairing therefore matter more than this spin splitting. The thermal width is the full width at half maximum of $-df/dE\propto\operatorname{sech}^2(E/2k_BT)$, namely $4\operatorname{arccosh}(\sqrt2)\,k_BT$. It exceeds the quadratic shift but is far below the ordinary splitting. A small linear imperfection can outweigh the intrinsic quadratic shift.

The tunnelling density of states, broadened by a Lorentzian of half-width $\Gamma=0.020$ meV, shows one coherence peak at 0.988 meV for the in-plane Ising case. It shows two, at 0.432 and 1.592 meV, both without spin-orbit coupling and for the out-of-plane Zeeman field. These maxima lie slightly above the edges. Broadening turns $1/\sqrt x$, with $x=E-\Omega$, into $\operatorname{Re}(x+i\Gamma)^{-1/2}$, whose maximum is at $x=\Gamma/\sqrt3=0.012$ meV. This accounts for the offsets to within 0.002 meV. The quoted positions are read from an energy grid of spacing 0.004 meV, so their last digit is uncertain; the converged maxima are 0.989, 0.433 and 1.591 meV, each 0.012 meV above its edge.

The surviving linear features lie at 6.01 and 6.20 meV, split by 0.186 meV.

## Relation to a real layer

The parameters are rough values in the regime of gated monolayer MoS$_2$. The gap corresponds to a weak-coupling critical temperature of 6.6 K. The chosen $2\beta=12$ meV is an effective value for a strongly filled band; near the conduction-band bottom the splitting is only a few meV. By (5), halving $\beta$ would make the quadratic shift roughly three times larger.

A gate also breaks the mirror symmetry that keeps the spin-orbit vector out of plane. The assumed Rashba energy, one tenth of $\beta$, changes the largest edge separation from zero to 0.115 meV. Random intervalley scattering is also present in real layers, and its effect is not calculated here.

The field's orbital action was omitted. If the motion across the layer is independent of the in-plane motion, with one common profile in $z$, its term linear in $B$ is proportional to the mean height and vanishes when that height is taken as the origin. The diamagnetic energy, $e^2B^2\langle z^2\rangle/2m$, is 0.0007 meV for an assumed rms thickness of 0.2 nm and mass of 0.5 electron masses. At second order, the linear term also mixes in higher states of the motion across the layer. This lowers the energy by an amount that depends on momentum and can be comparable. Both contributions are equal at opposite momenta, so they only shift $\xi$ slightly and do not split the edge.

The model also requires $\beta$ to be nonzero on the whole Fermi surface. Where a pocket crosses a line with $\beta=0$, the local edges are $\Delta\pm b$, and the argument fails there. The numerical output lists the main computed values.

## Values computed for the example and the checks

```
Zero-field pair potential Delta0: 1.000 meV
Ising half-splitting beta: 6.000 meV
Pairing cutoff: 50.0 meV
Weak-coupling critical temperature: 6.58 K
In-plane field: 10.0 T
Zeeman energy b: 0.5788 meV
Ordinary peak splitting 2b: 1.1577 meV
Ordinary paramagnetic limit: 12.22 T
Spin canting angle: 5.51 degrees
Intraband pairing: 0.99538 meV
Interband pairing: 0.09603 meV
Edge at fixed Delta0: 0.99538 meV
Edge shift at fixed Delta0: -0.00462 meV
Shift ratio when small b doubles: 3.9994
Self-consistent Delta: 0.98204 meV
Self-consistent edge: 0.97750 meV
Self-consistent edge shift: -0.02250 meV
Edge from logarithmic law: 0.97710 meV
B= 5.0 T: 2b=0.5788, edge=0.99434, shift=-0.00566 meV
B=10.0 T: 2b=1.1577, edge=0.97750, shift=-0.02250 meV
B=20.0 T: 2b=2.3154, edge=0.91238, shift=-0.08762 meV
Upper features at xi=0: 6.0135, 6.1997 meV
Their splitting: 0.1862 meV
Lorentz half-width in density of states: 0.020 meV
Peaks, no spin-orbit (meV): [0.432 1.592]
Peak, Ising in-plane (meV): [0.988]
Peaks, Ising out-of-plane (meV): [0.432 1.592]
Weak locking test edge (Delta=1, beta=0.3, b=0.5): 0.5831 meV
Rashba energy 0.60 meV: largest split 0.1147 meV
Field tilt 1 degree: split 0.0201 meV
Valley mixing 0.30 meV: split 0.0575 meV
Thermal width (FWHM) at 0.3 K: 0.0911 meV
Assumed rms thickness: 0.20 nm
Assumed mass: 0.50 electron masses
Diamagnetic energy: 0.000704 meV
```
